# Biaxial strain, silicon valleys and contact conductance at fixed density: test program

```python
"""Strain-split silicon valleys and their shares of contact conductance.

Result under test, for a (001) contact at fixed electron density N:
  g = sum_i (2e^2/h) (m_xy/(2 pi hbar^2)) integral T_i(E) f(E-mu_i) dE
  mu_i = mu-d_i, d2 = -2S/3, d4 = S/3, S = Xi_u (1+2 C12/C11) strain
Valley group 2 lies along the contact normal z; group 4 lies in the plane.
T_i is the WKB transmission of the depletion barrier, f the Fermi function,
mu the Fermi energy above the valley centroid, m_xy the in-plane mode mass.
The barrier from the metal Fermi level to the centroid is PHI.
Internal units are eV and nm. Masses are in electron masses.
Material parameters are rough typical values for silicon.
"""
import numpy as np
from scipy import constants as c
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

ML, MT, EPS = 0.92, 0.19, 11.7
XI_U, C11, C12 = 9.0, 166.0, 64.0
N, PHI, TEMP = 0.2, 0.55, 300.0
ALPHA, D_HYD, METAL_DEPTH, HOT = 0.5, 1.7, 10.0, 400.0
H = c.hbar**2 / (2 * c.m_e) / c.e * 1e18       # hbar^2/(2 m0), eV nm^2
Q = c.e / (c.epsilon_0 * EPS) * 1e9            # e^2/permittivity, eV nm
G0 = 2 * c.e**2 / c.h
KT = c.k * TEMP / c.e
SPLIT = XI_U * (1 + 2 * C12 / C11)             # eV per unit strain


def gauss(a, b, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (t + 1) / 2, w * (b - a) / 2


ROOT_E, ROOT_W = gauss(0, np.sqrt(2.0), 400)


def density(mu, kT=KT, ml=ML, mt=MT, order=0):
    """Electrons per nm^3 in one valley, or a derivative in mu."""
    f = expit((mu - ROOT_E**2) / kT)
    value = (f, f * (1 - f) / kT, f * (1 - f) * (1 - 2 * f) / kT**2)[order]
    factor = np.sqrt(ml * mt**2) / H**1.5 / (2 * np.pi**2)
    return factor * np.sum(ROOT_W * 2 * ROOT_E**2 * value)


def e00(mass):
    return np.sqrt(H * Q * N / (2 * mass))


def closed_T(E, mass, bend, state=None):
    u = np.clip(E / bend, 1e-30, 1)
    r = np.sqrt(1 - u)
    return np.exp(-bend / e00(mass) * (r - u * np.log((1 + r) / np.sqrt(u))))


def contact(S, phi=PHI, trans=closed_T, kT=KT, ml=ML, mt=MT, bend=None):
    """Solve for mu at density N; return data ordered as groups 2, 4."""
    def excess(x):
        return (2 * density(x + 2 * S / 3, kT, ml, mt)
                + 4 * density(x - S / 3, kT, ml, mt) - N)
    mu = brentq(excess, -1, 1.5, xtol=1e-14)
    bend = phi + mu if bend is None else bend
    e1, w1 = gauss(0, bend, 240)
    e2, w2 = gauss(bend, bend + 30 * kT, 100)
    E, w = np.r_[e1, e2], np.r_[w1, w2]
    mus = np.array([mu + 2 * S / 3, mu - S / 3])
    rows = []
    for mui, mz, mxy, count in zip(mus, (ml, mt), (mt, np.sqrt(ml * mt)),
                                   (2, 4)):
        T = trans(E, mz, bend, (mu, S, mui, kT))
        f = expit((mui - E) / kT)
        prefactor = count * G0 * mxy / (4 * np.pi * H) * 1e14
        area = np.sum(w * T * f)
        transparent = prefactor * kT * np.logaddexp(0, mui / kT)
        response = np.sum(w * T * f * (1 - f)) / kT / area
        rows.append((prefactor * area, transparent, response,
                     count * density(mui, kT, ml, mt)))
    g, opened, response, n = np.array(rows).T
    return dict(mu=mu, mus=mus, bend=bend, g=g, opened=opened,
                response=response, n=n, rho=1 / g.sum(), w=g / g.sum())


def depletion(bend, count=3000):
    width = np.sqrt(2 * bend / (Q * N))
    x = (np.arange(count) + 0.5) * width / count
    return x, bend * (1 - x / width)**2, width / count


def profile_T(V, dx, E, mass, alpha=0.0):
    gap = np.maximum(V[None, :] - E[:, None], 0)
    kappa = np.sqrt(mass * gap * (1 - alpha * gap) / H)
    return np.exp(-2 * np.sum(kappa * dx, axis=1))


def image_T(E, mass, bend, state):
    x, V, dx = depletion(bend)
    return profile_T(V - Q / (16 * np.pi * x), dx, E, mass)


def nonparabolic_T(E, mass, bend, state):
    x, V, dx = depletion(bend)
    return profile_T(V, dx, E, mass, ALPHA)


def screened_T(E, mass, bend, state):
    """Depletion profile with the mobile electrons kept in Poisson's law."""
    mu, S, _, kT = state
    dV = bend / 1500
    V = (np.arange(1500) + 0.5) * dV
    charge = np.array([N - 2 * density(mu + 2 * S / 3 - v, kT)
                       - 4 * density(mu - S / 3 - v, kT) for v in V])
    slope = np.sqrt(2 * Q * (np.cumsum(charge) - charge / 2) * dV)
    return profile_T(V, dV / slope, E, mass)


def wave_T(E, mass, bend, state):
    """Wave transmission into a free-electron model metal."""
    x, V, dx = depletion(bend, 600)
    k_metal = np.sqrt((E - state[2] + METAL_DEPTH) / H)
    psi, flux = np.ones(len(E), complex), -1j * k_metal
    for v in V:
        k = np.sqrt(mass * (E - v + 0j) / H)
        co, si = np.cos(k * dx), np.sin(k * dx)
        psi, flux = (psi * co + mass * flux * si / k,
                     flux * co - k * psi * si / mass)
    k = np.sqrt(mass * E / H)
    incoming = (psi + 1j * mass * flux / k) / 2
    reflected = (psi - 1j * mass * flux / k) / 2
    T = k_metal * mass / k / abs(incoming)**2
    assert np.allclose(T + abs(reflected / incoming)**2, 1, atol=1e-6)
    return T


def state_sum(mu, masses, trans):
    """Density and conductance of one valley from a 3D k-space sum."""
    t, w = gauss(0, 1, 90)
    top = 1.0
    kmax = np.sqrt(np.array(masses) * top / H)
    E = top * (t[:, None, None]**2 + t[None, :, None]**2 + t**2)
    weight = w[:, None, None] * w[None, :, None] * w
    f = expit((mu - E) / KT)
    volume = 8 * np.prod(kmax) / (2 * np.pi)**3
    n = 2 * volume * np.sum(weight * f)
    velocity = 2 * H * kmax[2] * t / masses[2]
    integrand = weight * velocity * trans(top * t**2) * f * (1 - f) / KT
    g = 2 * np.pi * G0 * volume / 2 * np.sum(integrand) * 1e14
    return n, g


# Valley symmetry and elastic relaxation
rng = np.random.default_rng(4)
D = rng.normal(size=(3, 3))
D = D + D.T
quarter = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
mirror = np.diag([-1, 1, 1])
group = [np.linalg.matrix_power(quarter, j) @ m
         for j in range(4) for m in (np.eye(3), mirror)]
D = sum(R @ D @ R.T for R in group) / 8
assert np.allclose(D, np.diag([D[0, 0], D[0, 0], D[2, 2]]), atol=1e-12)


def elastic(z):
    return C11 * (2 + z * z) / 2 + C12 * (1 + 2 * z)


z_strain = minimize_scalar(elastic).x
assert abs(z_strain + 2 * C12 / C11) < 1e-6
unit_strain = np.diag([1, 1, z_strain])
cycle = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
shifts = [np.sum(R @ D @ R.T * unit_strain)
          for R in (np.eye(3), cycle, cycle @ cycle)]
uniaxial = D[2, 2] - D[0, 0]
assert np.allclose(np.array(shifts[1:]) - shifts[0],
                   uniaxial * (1 + 2 * C12 / C11), atol=1e-5)
assert np.isclose(np.mean(shifts),
                  (D[0, 0] + uniaxial / 3) * np.trace(unit_strain))

# Barrier action, density and conductance from their definitions
base, tension, compression = (contact(SPLIT * e) for e in (0, 0.01, -0.01))
x, V, dx = depletion(base['bend'])
trial_E = np.linspace(0.01, 0.98, 40) * base['bend']
for mass in (ML, MT):
    assert np.max(abs(profile_T(V, dx, trial_E, mass)
                      - closed_T(trial_E, mass, base['bend']))) < 1e-4
total_n = 0
for j, (count, masses) in enumerate(((2, (MT, MT, ML)), (4, (ML, MT, MT)))):
    n, g = state_sum(tension['mus'][j], masses,
                     lambda E: closed_T(E, masses[2], tension['bend']))
    total_n += count * n
    assert np.isclose(count * g, tension['g'][j], rtol=1e-4)
    _, g_open = state_sum(tension['mus'][j], masses, np.ones_like)
    assert np.isclose(count * g_open, tension['opened'][j], rtol=1e-4)
assert np.isclose(total_n, N, rtol=1e-6)

# Small-strain laws against the complete fixed-density solution
step = 1e-4
linear = np.dot([2 / 3, -1 / 3], base['w'] * base['response'])
numeric = np.log(contact(-step)['rho'] / contact(step)['rho']) / (2 * step)
assert np.isclose(linear, numeric, rtol=1e-3)
iso = [contact(s, ml=0.3, mt=0.3)['rho'] for s in (-step, step)]
assert abs(np.log(iso[0] / iso[1]) / (2 * step)) < 1e-3
s = 0.002
mu_change = (contact(s)['mu'] + contact(-s)['mu']) / 2 - base['mu']
curvature = density(base['mu'], order=2) / density(base['mu'], order=1)
assert np.isclose(mu_change, -s**2 / 9 * curvature, rtol=0.01)

# Worked example
print(f"Masses longitudinal, transverse: {ML}, {MT} m0; permittivity {EPS}")
print(f"Xi_u {XI_U} eV; C11 {C11} GPa; C12 {C12} GPa")
print(f"Density {N*1e21:.2e} cm^-3; centroid barrier {PHI} eV; T {TEMP} K")
print(f"Normal strain / in-plane strain: {-2*C12/C11:.4f}")
print(f"Splitting E4-E2 at +1% strain: {SPLIT*0.01:.4f} eV")
print(f"E00 groups 2, 4: {e00(ML):.4f}, {e00(MT):.4f} eV")
width = np.sqrt(2 * base['bend'] / (Q * N))
print(f"Unstrained mu {base['mu']:.4f} eV; bending {base['bend']:.4f} eV")
print(f"Depletion width {width:.3f} nm; donor spacing {N**(-1/3):.3f} nm")
print(f"Peak field {2*base['bend']/width*10:.2f} MV/cm")
print("Columns: strain %, mu eV, barriers 2 and 4 eV, population share 2,")
print("  conductance share 2, mean T2, mean T4, rho_c ohm cm^2")
for e in (-0.01, -0.005, 0, 0.005, 0.01):
    r = contact(SPLIT * e)
    b = PHI + SPLIT * e * np.array([-2 / 3, 1 / 3])
    T = r['g'] / r['opened']
    print(f"{100*e:+.1f} {r['mu']:.4f} {b[0]:.4f} {b[1]:.4f} "
          f"{r['n'][0]/N:.4f} {r['w'][0]:.5f} {T[0]:.5f} {T[1]:.5f} "
          f"{r['rho']:.3e}")
print(f"Unstrained g groups 2, 4: {base['g'][0]:.3e}, "
      f"{base['g'][1]:.3e} S/cm^2")
print(f"+1% strain g groups 2, 4: {tension['g'][0]:.3e}, "
      f"{tension['g'][1]:.3e} S/cm^2")
per_electron = base['g'] / base['n']
print(f"Unstrained conductance per electron, 4 over 2: "
      f"{per_electron[1]/per_electron[0]:.2f}")
print(f"Transparent-contact rho_c: {1/base['opened'].sum():.3e} ohm cm^2")
print(f"L2, L4: {base['response'][0]:.3f}, {base['response'][1]:.3f} 1/eV")
print(f"d ln g/dS at zero strain: {linear:.4f} 1/eV")
print(f"Linear change of ln rho_c per +1% strain: {-linear*SPLIT*.01:.4f}")
print(f"Full ln rho_c change at +1%: {np.log(tension['rho']/base['rho']):.4f}")
print(f"Full ln rho_c change at -1%: "
      f"{np.log(compression['rho']/base['rho']):.4f}")
frozen = contact(SPLIT * 0.01, bend=base['bend'])
print(f"rho_c(+1%)/rho_c(0), bending frozen: {frozen['rho']/base['rho']:.4f}")


def equal_mass_T(E, mass, bend, state):
    return closed_T(E, MT, bend)


print("Columns: rho_c(0)/model rho_c(0), then rho_c(+1%)/rho_c(0),")
print("  then rho_c(-1%)/rho_c(0)")
trace = 2 - 2 * C12 / C11
cases = (("model", {}, 0), ("equal tunnelling mass", dict(trans=equal_mass_T), 0),
         ("image force", dict(trans=image_T), 0),
         ("mobile-electron screening", dict(trans=screened_T), 0),
         ("nonparabolic tunnelling", dict(trans=nonparabolic_T), 0),
         ("wave matching to model metal", dict(trans=wave_T), 0),
         ("hydrostatic barrier shift", {}, D_HYD),
         (f"temperature {HOT:.0f} K", dict(kT=c.k * HOT / c.e), 0))
for name, options, hydro in cases:
    r = [contact(SPLIT * e, phi=PHI + hydro * trace * e, **options)['rho']
         for e in (0, 0.01, -0.01)]
    print(f"{name}: {r[0]/base['rho']:.4f} {r[1]/r[0]:.4f} {r[2]/r[0]:.4f}")
g2 = [r['g'][0] for r in (base, tension, compression)]
print(f"group 4 blocked by metal: {1/g2[0]/base['rho']:.4f} "
      f"{g2[0]/g2[1]:.4f} {g2[0]/g2[2]:.4f}")
x, V, dx = depletion(base['bend'])
lowering = base['bend'] - np.max(V - Q / (16 * np.pi * x))
print(f"Image-force lowering of barrier top: {lowering:.4f} eV")
print(f"Nonparabolicity used: {ALPHA} 1/eV; metal depth: {METAL_DEPTH} eV")
print(f"Hydrostatic potential used: {D_HYD} eV; shift at +1%: "
      f"{D_HYD*trace*0.01:.4f} eV")
print("tests ok")
```

It prints:

```
Masses longitudinal, transverse: 0.92, 0.19 m0; permittivity 11.7
Xi_u 9.0 eV; C11 166.0 GPa; C12 64.0 GPa
Density 2.00e+20 cm^-3; centroid barrier 0.55 eV; T 300.0 K
Normal strain / in-plane strain: -0.7711
Splitting E4-E2 at +1% strain: 0.1594 eV
E00 groups 2, 4: 0.0800, 0.1761 eV
Unstrained mu 0.1124 eV; bending 0.6624 eV
Depletion width 2.070 nm; donor spacing 1.710 nm
Peak field 6.40 MV/cm
Columns: strain %, mu eV, barriers 2 and 4 eV, population share 2,
  conductance share 2, mean T2, mean T4, rho_c ohm cm^2
-1.0 0.0945 0.6563 0.4969 0.0241 0.00028 0.00112 0.07715 3.241e-09
-0.5 0.1086 0.6031 0.5234 0.1390 0.00219 0.00152 0.06751 4.037e-09
+0.0 0.1124 0.5500 0.5500 0.3333 0.01032 0.00272 0.05925 5.476e-09
+0.5 0.1089 0.4969 0.5766 0.5574 0.04098 0.00506 0.05235 8.115e-09
+1.0 0.0976 0.4437 0.6031 0.7775 0.15591 0.00921 0.04740 1.349e-08
Unstrained g groups 2, 4: 1.885e+06, 1.807e+08 S/cm^2
+1% strain g groups 2, 4: 1.156e+07, 6.256e+07 S/cm^2
Unstrained conductance per electron, 4 over 2: 47.93
Transparent-contact rho_c: 2.671e-10 ohm cm^2
L2, L4: 20.457, 13.594 1/eV
d ln g/dS at zero strain: -4.3438 1/eV
Linear change of ln rho_c per +1% strain: 0.6924
Full ln rho_c change at +1%: 0.9018
Full ln rho_c change at -1%: -0.5244
rho_c(+1%)/rho_c(0), bending frozen: 2.6998
Columns: rho_c(0)/model rho_c(0), then rho_c(+1%)/rho_c(0),
  then rho_c(-1%)/rho_c(0)
model: 1.0000 2.4640 0.5919
equal tunnelling mass: 0.8233 1.1871 0.7116
image force: 0.4896 2.0508 0.5983
mobile-electron screening: 1.3884 3.1938 0.5961
nonparabolic tunnelling: 0.7970 2.3984 0.6140
wave matching to model metal: 0.5645 2.7611 0.6162
hydrostatic barrier shift: 1.0000 2.8043 0.5314
temperature 400 K: 0.9368 2.2836 0.6038
group 4 blocked by metal: 96.8600 0.1632 21.4744
Image-force lowering of barrier top: 0.2728 eV
Nonparabolicity used: 0.5 1/eV; metal depth: 10.0 eV
Hydrostatic potential used: 1.7 eV; shift at +1%: 0.0209 eV
tests ok
```
